# Elastic Crossover between (111) and (100) Texture in Copper Films: test program

```python
"""
Result under test: a strained copper film changes its lowest-energy texture
from (111) to (100) at h = D / ((M111 - M100) * e**2), if it stays elastic.
h: film thickness; M: biaxial modulus; e: equibiaxial in-plane strain;
D: surface energy of (100) minus that of (111), summed over both film faces.
Units: nm, GPa and J/m^2, for which 1 GPa nm = 1 J/m^2.
Elastic constants and material data marked rough are typical round inputs.
"""
import itertools
import numpy as np
from scipy.integrate import dblquad
from scipy.optimize import brentq, minimize_scalar

M111, M100 = 261.0, 115.0
strain, surface_difference = 0.002, 0.1
C11, C12, C44 = 170.0, 123.0, 75.0
identity = np.eye(3)


def crossover(m_high, m_low, e, difference):
    return difference / ((m_high - m_low) * e**2)


# Cubic stiffness tensor
stiffness = np.zeros((3, 3, 3, 3))
for i, j, k, l in itertools.product(range(3), repeat=4):
    stiffness[i, j, k, l] = (
        C12 * (i == j) * (k == l)
        + C44 * ((i == k) * (j == l) + (i == l) * (j == k))
        + (C11 - C12 - 2 * C44) * (i == j == k == l))


def relaxed_film(normal, e=1.0):
    """Energy density and stress after the free face has relaxed."""
    n = np.array(normal, dtype=float)
    n /= np.linalg.norm(n)
    imposed = e * (identity - np.outer(n, n))
    traction = np.tensordot(stiffness, imposed, axes=2) @ n
    acoustic = np.einsum("i,ijkl,l->jk", n, stiffness, n)
    shift = -np.linalg.solve(acoustic, traction)
    total = imposed + 0.5 * (np.outer(shift, n) + np.outer(n, shift))
    stress = np.tensordot(stiffness, total, axes=2)
    return 0.5 * np.sum(stress * total), stress


# Closed moduli against the full tensor relaxation
formula100 = C11 + C12 - 2 * C12**2 / C11
formula111 = 6 * C44 * (C11 + 2*C12) / (C11 + 2*C12 + 4*C44)
for normal, modulus in (((1, 0, 0), formula100), ((1, 1, 1), formula111)):
    energy, stress = relaxed_film(normal, strain)
    n = np.array(normal) / np.linalg.norm(normal)
    assert np.isclose(energy, modulus * strain**2, rtol=1e-10)
    assert np.allclose(stress, modulus*strain*(identity-np.outer(n, n)),
                       atol=1e-10)
assert abs(formula111 - M111) < 0.5 and abs(formula100 - M100) < 0.5

# Crossover from tensor energies, by root search
density111 = relaxed_film((1, 1, 1), strain)[0]
density100 = relaxed_film((1, 0, 0), strain)[0]
h_tensor = brentq(lambda h: density111*h - density100*h
                  - surface_difference, 1, 2000)
assert np.isclose(h_tensor, crossover(formula111, formula100, strain,
                                      surface_difference), rtol=1e-9)
h_star = crossover(M111, M100, strain, surface_difference)
# Rounding each modulus to 1 GPa can shift the result by about 0.7 percent.
assert abs(h_star / h_tensor - 1) < 0.007
assert round(h_star) == 171

# Competing orientations with a nearest-neighbour broken-bond surface model
bonds = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                  if np.dot(v, v) == 2])


def broken_bonds(normal):
    n = np.array(normal, dtype=float)
    n /= np.linalg.norm(n)
    return np.maximum(bonds @ n, 0).sum()


directions = [(1.0, u, v) for u in np.linspace(0, 1, 31)
              for v in np.linspace(0, 1, 31) if v <= u]
moduli = np.array([relaxed_film(n)[0] for n in directions])
bond_counts = np.array([broken_bonds(n) for n in directions])
bond111, bond100 = broken_bonds((1, 1, 1)), broken_bonds((1, 0, 0))
surface_scan = (surface_difference * (bond_counts - bond111)
                / (bond100 - bond111))
assert np.allclose(directions[np.argmax(moduli)], (1, 1, 1))
assert np.allclose(directions[np.argmin(moduli)], (1, 0, 0))
for factor, winner in ((0.98, (1, 1, 1)), (1.02, (1, 0, 0))):
    total_scan = surface_scan + moduli * strain**2 * factor * h_tensor
    assert np.allclose(directions[np.argmin(total_scan)], winner)
modulus110 = relaxed_film((1, 1, 0))[0]
surface110 = (surface_difference * (broken_bonds((1, 1, 0)) - bond111)
              / (bond100 - bond111))


# Largest resolved shear stress per unit film stress
def slip_geometry(normal):
    energy, stress = relaxed_film(normal)
    n = np.array(normal) / np.linalg.norm(normal)
    best = (0.0, 0.0)
    for plane in itertools.product((-1, 1), repeat=3):
        for direction in bonds:
            if np.dot(plane, direction) == 0:
                p = np.array(plane) / np.sqrt(3)
                d = direction / np.sqrt(2)
                factor = abs(p @ stress @ d) / energy
                inclination = np.sqrt(max(0, 1 - (p @ n)**2))
                if factor > best[0] + 1e-10:
                    best = (factor, inclination)
    return best


schmid111, sine111 = slip_geometry((1, 1, 1))
schmid100, sine100 = slip_geometry((1, 0, 0))
assert np.isclose(schmid111, np.sqrt(2) / (3*np.sqrt(3)))
assert np.isclose(schmid100, 1 / np.sqrt(6))
onset111 = schmid111 * M111 * strain
onset100 = schmid100 * M100 * strain


def stored_energy(modulus, schmid, strength):
    return min(modulus * strain, strength / schmid)**2 / modulus


def stored_difference(strength111, strength100):
    return (stored_energy(M111, schmid111, strength111)
            - stored_energy(M100, schmid100, strength100))


strength_limit = schmid111 * strain * np.sqrt(M111 * M100)
strength_root = brentq(lambda t: stored_difference(t, t),
                       onset100, onset111)
assert np.isclose(strength_limit, strength_root, rtol=1e-9)
assert all(stored_difference(t, t) < 0
           for t in np.linspace(0.001, 0.999*strength_limit, 200))
trial_strength = 0.120
h_yielded = surface_difference / stored_difference(trial_strength,
                                                    trial_strength)
assert h_yielded > h_star

# Channelling strength; Voigt averages and rough lattice constant
shear = (C11 - C12 + 3*C44) / 5
bulk = (C11 + 2*C12) / 3
poisson = (3*bulk - 2*shear) / (2*(3*bulk + shear))
lattice = 0.36
burgers = lattice / np.sqrt(2)


def line_energy(h):
    return (shear * burgers**2 * np.log(h/burgers)
            / (4*np.pi*(1-poisson)))


def edge_density(log_r, angle):
    r = np.exp(log_r)
    amplitude = shear * burgers / (2*np.pi*(1-poisson)*r)
    radial = hoop = -amplitude * np.sin(angle)
    shear_stress = amplitude * np.cos(angle)
    density = ((1-poisson)*(radial**2 + hoop**2)
               - 2*poisson*radial*hoop + 2*shear_stress**2) / (4*shear)
    return density * r**2


field_energy = dblquad(edge_density, 0, 2*np.pi,
                       np.log(burgers), np.log(h_star))[0]
assert np.isclose(field_energy, line_energy(h_star), rtol=1e-7)


def channel_strength(h, sine):
    return sine * line_energy(h) / (burgers * h)


channel111 = channel_strength(h_star, sine111)
channel100 = channel_strength(h_star, sine100)
thicknesses = np.geomspace(5, 10000, 3000)
elastic_gains = np.array([
    h * stored_difference(channel_strength(h, sine111),
                          channel_strength(h, sine100))
    for h in thicknesses])
largest_gain = elastic_gains.max()
gain_thickness = thicknesses[elastic_gains.argmax()]
assert largest_gain < surface_difference
strength_factor = max(onset111/channel111, onset100/channel100)

# Critical radius of a cylindrical (100) grain in a (111) film
boundary_energy = 0.6
h_double = 2 * h_star
area_gain = (M111-M100)*strain**2*h_double - surface_difference
critical_radius = boundary_energy * h_double / area_gain


def grain_energy(radius):
    boundary = 2*np.pi*radius*h_double*boundary_energy
    strain100 = M100*strain**2*h_double + surface_difference
    strain111 = M111*strain**2*h_double
    return boundary + np.pi*radius**2*(strain100-strain111)


peak = minimize_scalar(lambda r: -grain_energy(r), bounds=(1, 10000),
                       method="bounded", options={"xatol": 1e-5})
assert np.isclose(peak.x, critical_radius, rtol=1e-5)

# Smaller corrections, with rough material inputs
expansion_mismatch = 14e-6
temperature_change = strain / expansion_mismatch
softening = 0.10
h_soft = crossover((1-softening)*M111, (1-softening)*M100,
                   strain, surface_difference)
surface_stress_difference = 1.0
surface_correction = 2 * surface_stress_difference * strain
h_surface = crossover(M111, M100, strain,
                      surface_difference + surface_correction)


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Input M111", M111, "GPa", 0)
show("Input M100", M100, "GPa", 0)
show("Input strain", strain, "(dimensionless)")
show("Input total surface difference", surface_difference, "J/m^2")
show("Rough C11", C11, "GPa", 0)
show("Rough C12", C12, "GPa", 0)
show("Rough C44", C44, "GPa", 0)
show("M111 from constants", formula111, "GPa", 2)
show("M100 from constants", formula100, "GPa", 2)
show("Elastic stress (111)", 1000*M111*strain, "MPa", 0)
show("Elastic stress (100)", 1000*M100*strain, "MPa", 0)
show("Energy density (111)", 1000*M111*strain**2, "MJ/m^3")
show("Energy density (100)", 1000*M100*strain**2, "MJ/m^3")
show("Energy density difference", 1000*(M111-M100)*strain**2, "MJ/m^3")
show("ELASTIC CROSSOVER", h_star, "nm", 1)
show("Crossover from elastic constants", h_tensor, "nm", 1)
for h in (100.0, 300.0):
    show(f"Film energy (111), h={h:.0f} nm", M111*strain**2*h, "J/m^2", 4)
    show(f"Film energy (100), h={h:.0f} nm",
         M100*strain**2*h + surface_difference, "J/m^2", 4)
print("Film energies omit the common (111) surface energy")
show("Relaxed energy modulus (110)", modulus110, "GPa", 1)
show("Bond-model surface excess (110)", surface110, "J/m^2")
show("Schmid factor (111)", schmid111, "(dimensionless)", 4)
show("Schmid factor (100)", schmid100, "(dimensionless)", 4)
show("Slip strength to keep (111) elastic", 1000*onset111, "MPa", 1)
show("Slip strength to keep (100) elastic", 1000*onset100, "MPa", 1)
show("Slip strength where crossover vanishes", 1000*strength_limit, "MPa", 1)
show("Illustrative slip strength", 1000*trial_strength, "MPa", 0)
show("Crossover at that strength", h_yielded, "nm", 0)
show("Rough lattice constant", lattice, "nm", 2)
show("Burgers vector length", burgers, "nm", 4)
show("Voigt shear modulus", shear, "GPa", 1)
show("Voigt Poisson ratio", poisson, "(dimensionless)")
show("Channelling strength (111) at crossover", 1000*channel111, "MPa", 1)
show("Channelling strength (100) at crossover", 1000*channel100, "MPa", 1)
show("Strength factor needed for elasticity", strength_factor, "times", 2)
show("Largest strain gain with channelling", largest_gain, "J/m^2", 4)
show("Thickness of that largest gain", gain_thickness, "nm", 0)
show("Rough grain-boundary energy", boundary_energy, "J/m^2", 1)
show("Doubled crossover thickness", h_double, "nm", 1)
show("Critical (100) grain radius there", critical_radius, "nm", 0)
show("Rough expansion mismatch", 1e6*expansion_mismatch, "ppm/K", 0)
show("Temperature change for the strain", temperature_change, "K", 0)
for e in (0.0018, 0.0022):
    show(f"Crossover at strain {e:.4f}",
         crossover(M111, M100, e, surface_difference), "nm", 1)
show("Assumed elastic softening", 100*softening, "percent", 0)
show("Crossover after softening", h_soft, "nm", 1)
show("Rough surface-stress difference", surface_stress_difference, "J/m^2", 1)
show("Surface-energy correction", surface_correction, "J/m^2")
show("Crossover with surface correction", h_surface, "nm", 1)
print("all assertions hold")
```

Printed output:

```
Input M111: 261 GPa
Input M100: 115 GPa
Input strain: 0.002 (dimensionless)
Input total surface difference: 0.100 J/m^2
Rough C11: 170 GPa
Rough C12: 123 GPa
Rough C44: 75 GPa
M111 from constants: 261.45 GPa
M100 from constants: 115.01 GPa
Elastic stress (111): 522 MPa
Elastic stress (100): 230 MPa
Energy density (111): 1.044 MJ/m^3
Energy density (100): 0.460 MJ/m^3
Energy density difference: 0.584 MJ/m^3
ELASTIC CROSSOVER: 171.2 nm
Crossover from elastic constants: 170.7 nm
Film energy (111), h=100 nm: 0.1044 J/m^2
Film energy (100), h=100 nm: 0.1460 J/m^2
Film energy (111), h=300 nm: 0.3132 J/m^2
Film energy (100), h=300 nm: 0.2380 J/m^2
Film energies omit the common (111) surface energy
Relaxed energy modulus (110): 233.4 GPa
Bond-model surface excess (110): 0.145 J/m^2
Schmid factor (111): 0.2722 (dimensionless)
Schmid factor (100): 0.4082 (dimensionless)
Slip strength to keep (111) elastic: 142.1 MPa
Slip strength to keep (100) elastic: 93.9 MPa
Slip strength where crossover vanishes: 94.3 MPa
Illustrative slip strength: 120 MPa
Crossover at that strength: 351 nm
Rough lattice constant: 0.36 nm
Burgers vector length: 0.2546 nm
Voigt shear modulus: 54.4 GPa
Voigt Poisson ratio: 0.327 (dimensionless)
Channelling strength (111) at crossover: 58.7 MPa
Channelling strength (100) at crossover: 50.8 MPa
Strength factor needed for elasticity: 2.42 times
Largest strain gain with channelling: 0.0345 J/m^2
Thickness of that largest gain: 59 nm
Rough grain-boundary energy: 0.6 J/m^2
Doubled crossover thickness: 342.5 nm
Critical (100) grain radius there: 2055 nm
Rough expansion mismatch: 14 ppm/K
Temperature change for the strain: 143 K
Crossover at strain 0.0018: 211.4 nm
Crossover at strain 0.0022: 141.5 nm
Assumed elastic softening: 10 percent
Crossover after softening: 190.3 nm
Rough surface-stress difference: 1.0 J/m^2
Surface-energy correction: 0.004 J/m^2
Crossover with surface correction: 178.1 nm
all assertions hold
```
